# How a Thin Transparent Film Changes the Ellipsometric Ratio, part 1

(Sections cited here and not found follow in the second part.)

## First half: one polarization at a time

A transparent film 10 Å (1 nm) thick lies on germanium. In the model worked out here, red light with a vacuum wavelength of 6326 Å, reflected at 70°, has its ellipsometric angle $\Delta$ changed by $-2.21^\circ$ by the film. An instrument that repeats $\Delta$ to $0.02^\circ$ would then register a thickness change of about 0.09 Å, some 70,000 times smaller than the wavelength. Why does the wavelength not prevent this?

In an ordinary microscope, which forms its image from light collected far from the sample, the wavelength limits how finely two objects side by side can be separated. Here nothing is separated. The film is uniform over the illuminated spot, and its thickness enters through the phase and amplitude of one reflected wave. The questions are how large that change is per unit thickness, and whether an instrument can read it.

### Normal incidence

Start with light falling perpendicularly on the stack. The $z$ axis points from the ambient into the substrate. The ambient fills $z<0$, the film $0<z<d$ and the substrate $z>d$, with permittivities $\varepsilon_a$, $\varepsilon_f$ and $\varepsilon_s$. All three media are isotropic and non-magnetic, and the interfaces are sharp. The ambient and film are transparent, so $\varepsilon_a$ and $\varepsilon_f$ are real and positive; the substrate may absorb.

Fields vary in time as $e^{-i\omega t}$. A wave $e^{iqz}$ travelling into an absorbing medium must decay, so $\operatorname{Im}q>0$ and $\operatorname{Im}\varepsilon_s>0$. The algebra uses atomic units with Maxwell's equations in Gaussian form. The vacuum wavenumber is $k=\omega/c$, with $c=1/\alpha$ and $\alpha$ the fine-structure constant. Numerical values are in eV and Å.

The electric field $E(z)$ obeys

$$E''+q^2E=0,\qquad q_j^2=k^2\varepsilon_j ,$$

where a prime means $d/dz$. At each interface $E$ is continuous. So is $E'$, because it is proportional to the tangential magnetic field. Their ratio is therefore continuous as well:

$$Y=\frac{E'}{iE}.$$

In the substrate there is only an inward wave, $E\propto e^{iq_sz}$, so $Y=q_s$. In the ambient there are an incident and a reflected wave, $E=e^{iq_az}+r_se^{-iq_az}$. At $z=0$ this gives

$$Y(0)=q_a\frac{1-r_s}{1+r_s}
\quad\Longrightarrow\quad
r_s=\frac{q_a-Y(0)}{q_a+Y(0)}.$$

What remains is to carry $Y$ across the film. Differentiate its definition:

$$Y'=\frac{E''}{iE}-\frac{(E')^2}{iE^2}.$$

Use $E''=-q_f^2E$ in the first term, which becomes $-q_f^2/i=iq_f^2$. In the second, $E'=iYE$ gives $(E')^2/E^2=-Y^2$, so the term is $Y^2/i=-iY^2$. Hence

$$Y'=i(q_f^2-Y^2).$$

The known value is at the bottom, $Y(d)=q_s$. A Taylor step back to the top gives

$$Y(0)=q_s-id(q_f^2-q_s^2)+O(d^2)
=q_s+idk^2(\varepsilon_s-\varepsilon_f)+O(d^2).$$

The change in $Y(0)$ caused by the film is thus $\delta Y=idk^2(\varepsilon_s-\varepsilon_f)$. The reflection amplitude responds through

$$\frac{dr_s}{dY}
=\frac{-(q_a+Y)-(q_a-Y)}{(q_a+Y)^2}
=-\frac{2q_a}{(q_a+Y)^2}.$$

Division by $r_s$, provided it is not zero, gives

$$\frac{d\ln r_s}{dY}=-\frac{2q_a}{q_a^2-Y^2}.$$

At $Y=q_s$ the denominator is $q_a^2-q_s^2=-k^2(\varepsilon_s-\varepsilon_a)$. The two minus signs cancel, as do the factors $k^2$:

$$\boxed{\left.\frac{d\ln r_s}{dd}\right|_0
=2iq_a\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s-\varepsilon_a}.}$$

Here $dd$ means the differential of the thickness $d$, and the subscript 0 means $d=0$.

Two limits test the result. If $\varepsilon_f=\varepsilon_s$, the film is more substrate and the slope vanishes, because $r_s$ is referred to the top surface. If $\varepsilon_f=\varepsilon_a$, the film is more ambient. The slope is then $2iq_a$, the round-trip phase over an extra distance $d$. This second limit carries a warning: part of the phase of a single reflected wave depends on where the reference plane is placed.

The formula also shows why ordinary reflectance is a weak probe at normal incidence. The intensity $R=|r_s|^2$ has relative slope $2\operatorname{Re}(d\ln r_s/dd)$. For a transparent substrate the logarithmic slope is purely imaginary, so the first-order intensity change is zero.

For the germanium example, take $\varepsilon_a=1$, a film index of 1.60 and a substrate index of $5.5+0.7i$ at 1.96 eV. Then $\varepsilon_f=2.56$ and $\varepsilon_s=29.76+7.70i$, so

$$F\equiv\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s-\varepsilon_a}
=\frac{27.20+7.70i}{28.76+7.70i}
=0.949+0.0136i.$$

The phase scale is $2k=0.1138^\circ$/Å, or $1.987\times10^{-3}$ rad/Å. The relative reflectance slope is $-4k\operatorname{Im}F=-5.4\times10^{-5}$/Å. With a relative reflectance precision of 0.1%, this slope alone would give a resolution of 18.6 Å. The slope is so small that the second-order change already matters at such a thickness: the full reflection formula reaches 0.1% at 14 Å, starting from the bare surface. The phase is far more responsive, but its reference plane must be dealt with. A second polarization, reflected from the same spot, will do that.

### Any thickness

The film has constant permittivity, so its response can also be found without expanding in $d$. With $E(d)=1$ and $E'(d)=iq_s$, the field inside it is

$$E(z)=\cos[q_f(z-d)]+\frac{iq_s}{q_f}\sin[q_f(z-d)].$$

Taking $E'/(iE)$ at $z=0$, and dividing top and bottom by $\cos(q_fd)$, gives

$$Y(0)=\frac{q_s-iq_f\tan(q_fd)}
{1-i(q_s/q_f)\tan(q_fd)}.$$

For small $d$, $\tan(q_fd)\simeq q_fd$, and expansion of the denominator restores $q_s-id(q_f^2-q_s^2)$. The step needs $|q_f|d\ll1$ and also $|q_s|d\ll1$. The second condition is stricter on germanium, whose index is larger than the film's.

### Oblique incidence, s polarization

Now tilt the beam to an angle $\phi$ from the normal in the $xz$ plane. Every field has the factor $e^{ik_xx}$, and matching along the interfaces makes $k_x$ the same in all media:

$$k_x^2=k^2\varepsilon_a\sin^2\phi,\qquad
q_j^2=k^2\varepsilon_j-k_x^2,\qquad
q_a=kn_a\cos\phi,$$

with $n_a=\sqrt{\varepsilon_a}$. In s polarization the electric field is along $y$, perpendicular to the plane of incidence. It obeys $E''+q_j^2E=0$ with the new $q_j$, and $E$ and $E'$ remain continuous.

The previous derivation therefore carries over. The differences of squares do not change either, since $k_x^2$ cancels from them:

$$q_f^2-q_s^2=k^2(\varepsilon_f-\varepsilon_s),\qquad
q_a^2-q_s^2=k^2(\varepsilon_a-\varepsilon_s).$$

The boxed slope holds at any angle below grazing, with $q_a=kn_a\cos\phi$. At 70° in air, $2q_a=0.1138^\circ\times0.3420=0.03893^\circ$/Å. The phase slope of $r_s$ is $0.03893^\circ\times0.949=0.0370^\circ$/Å.

### Oblique incidence, p polarization

In p polarization the magnetic field is along $y$; call it $H(z)e^{ik_xx}$. The equation $\nabla\times\mathbf H=-ik\varepsilon\mathbf E$ gives the electric components

$$E_x=\frac{H'}{ik\varepsilon},\qquad
E_z=-\frac{k_xH}{k\varepsilon}.$$

The $y$ component of $\nabla\times\mathbf E=ik\mathbf H$ is $E_x'-ik_xE_z=ikH$. Insert the components and multiply by $ik$:

$$\left(\frac{H'}{\varepsilon}\right)'
+\left(k^2-\frac{k_x^2}{\varepsilon}\right)H=0.$$

The tangential fields $H$ and $E_x$ are continuous, so the useful ratio is

$$W=\frac{H'}{i\varepsilon H}.$$

For a single wave moving along $+z$ in medium $j$, $W_j=q_j/\varepsilon_j$. Writing the ambient field as $e^{iq_az}+r_pe^{-iq_az}$ gives

$$r_p=\frac{W_a-W(0)}{W_a+W(0)}.$$

This defines $r_p$ as a ratio of magnetic amplitudes.

Inside the film,

$$W'=\frac{(H'/\varepsilon_f)'}{iH}
-\frac{(H'/\varepsilon_f)H'}{iH^2}.$$

The wave equation turns the first term into $i(k^2-k_x^2/\varepsilon_f)$. For the second, use $H'/\varepsilon_f=iWH$ and $H'=i\varepsilon_fWH$; it becomes $-i\varepsilon_fW^2$. Therefore

$$W'=i\left(k^2-\frac{k_x^2}{\varepsilon_f}-\varepsilon_fW^2\right).$$

Stepping from $W(d)=W_s$ to the top changes $W$ by

$$\delta W=-id\left(k^2-\frac{k_x^2}{\varepsilon_f}
-\varepsilon_fW_s^2\right).$$

To simplify the bracket, insert $W_s^2=k^2/\varepsilon_s-k_x^2/\varepsilon_s^2$ and group terms:

$$\delta W=-id\left[
k^2\left(1-\frac{\varepsilon_f}{\varepsilon_s}\right)
-\frac{k_x^2}{\varepsilon_f}
\left(1-\frac{\varepsilon_f^2}{\varepsilon_s^2}\right)\right].$$

The last parenthesis is a difference of squares, so a common factor comes out:

$$\delta W=-id\left(1-\frac{\varepsilon_f}{\varepsilon_s}\right)
\left[k^2-k_x^2\left(\frac1{\varepsilon_f}
+\frac1{\varepsilon_s}\right)\right].$$

The logarithmic response has the same form as before, $\delta\ln r_p=-2W_a\delta W/(W_a^2-W_s^2)$. Its denominator factors similarly:

$$W_a^2-W_s^2=
\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_s}\right)
\left[k^2-k_x^2\left(\frac1{\varepsilon_a}
+\frac1{\varepsilon_s}\right)\right].$$

Finally,

$$W_a\frac{1-\varepsilon_f/\varepsilon_s}
{1/\varepsilon_a-1/\varepsilon_s}
=W_a\varepsilon_a
\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s-\varepsilon_a}
=q_aF.$$

Collecting the factors,

$$\boxed{\left.\frac{d\ln r_p}{dd}\right|_0
=2iq_aF\,
\frac{k^2-k_x^2(1/\varepsilon_f+1/\varepsilon_s)}
{k^2-k_x^2(1/\varepsilon_a+1/\varepsilon_s)}.}$$

At normal incidence $k_x=0$ and the slope equals that of $r_s$, as it must when the two polarizations are physically equivalent. If $\varepsilon_f=\varepsilon_s$ it vanishes. If $\varepsilon_f=\varepsilon_a$ the fraction is one and the slope is again $2iq_a$. For the example at 70° the phase slope of $r_p$ is $0.2588^\circ$/Å, seven times that of $r_s$.

### Where the p signal comes from

To remove the reference-plane effect from each wave separately, refer both to the fixed substrate surface. Extrapolated through the ambient to $z=d$, the incident amplitude gains $e^{iq_ad}$ and the reflected one $e^{-iq_ad}$. The reflection ratio gains $e^{-2iq_ad}$, and $0.0389^\circ$/Å is subtracted from both phase slopes. What remains is $-0.0020^\circ$/Å for s and $+0.2199^\circ$/Å for p. At this setting nearly all of the signal is in the p wave.

The reason appears when a film is compared with an equal thickness of ambient. The difference between their two values of $\delta W$ is

$$-id\left[
k_x^2\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_f}\right)
-(\varepsilon_f-\varepsilon_a)W_s^2\right].$$

Since $D_z=\varepsilon E_z=-k_xH/k$ and $E_x=WH/k$, the first term comes from the normal displacement and the second from the tangential electric field. Divided by $k^2$, their magnitudes in the example are $0.883\times0.609=0.54$ and $1.56\times0.0316=0.049$. The high-permittivity substrate keeps the tangential field small at its surface, while the normal displacement is not suppressed in this way. The film is sensed mainly through the field component that s polarization lacks.

## Second half: the ratio and what it measures

The symbols are as follows. A film of thickness $d$ and permittivity $\varepsilon_f$ separates an ambient $\varepsilon_a=n_a^2$ from a substrate $\varepsilon_s$. Light with $k=\omega/c$ arrives at angle $\phi$, with $k_x^2=k^2\varepsilon_a\sin^2\phi$ and $q_a=kn_a\cos\phi$. The first half found, at $d=0$,

$$\frac{d\ln r_s}{dd}=2iq_aF,\qquad
\frac{d\ln r_p}{dd}=2iq_aF\,
\frac{k^2-k_x^2(1/\varepsilon_f+1/\varepsilon_s)}
{k^2-k_x^2(1/\varepsilon_a+1/\varepsilon_s)},$$

where $F=(\varepsilon_s-\varepsilon_f)/(\varepsilon_s-\varepsilon_a)$. Both phases are referred to the top of the film. The amplitudes follow from the surface ratios $Y$ and $W$ through $r_s=(q_a-Y)/(q_a+Y)$ and $r_p=(W_a-W)/(W_a+W)$, with $W_j=q_j/\varepsilon_j$.

### Taking the ratio

Ellipsometry measures $\rho=r_p/r_s$. A shift of the reference plane multiplies both amplitudes by the same phase factor, which cancels. Subtract the two logarithmic slopes. Over the common denominator, the terms $k^2$ and $k_x^2/\varepsilon_s$ cancel in the numerator:

$$\frac{d\ln\rho}{dd}=2iq_aF\,
\frac{k_x^2(1/\varepsilon_a-1/\varepsilon_f)}
{k^2-k_x^2(1/\varepsilon_a+1/\varepsilon_s)}.$$

Now insert $k_x^2$. The numerator becomes $k^2\sin^2\phi\,(\varepsilon_f-\varepsilon_a)/\varepsilon_f$. The denominator becomes $k^2B$, with

$$B=1-\sin^2\phi-\frac{\varepsilon_a}{\varepsilon_s}\sin^2\phi
=\cos^2\phi-\frac{\varepsilon_a}{\varepsilon_s}\sin^2\phi.$$

Hence, when $\rho_0=\rho(0)$ is not zero,

$$\boxed{\rho(d)=\rho_0(1+iKd)+O(d^2),}$$

$$\boxed{K=2kn_a\cos\phi\sin^2\phi\,
\frac{(\varepsilon_s-\varepsilon_f)(\varepsilon_f-\varepsilon_a)}
{(\varepsilon_s-\varepsilon_a)\varepsilon_f B}.}$$

The signal vanishes if the film matches either neighbour. It also vanishes at normal incidence, where no direction in the surface distinguishes p from s. There $\rho=-1$ with or without a film: the magnetic-amplitude convention for $r_p$ gives it the opposite sign to $r_s$.

The formula was tested on the germanium example against central differences of the full reflection calculation, with thickness steps of $\pm0.01$ Å. The two values of $iK$ agreed to within one part in a million. A negative thickness here means a continuation of the film formula, not a physical film.

To first order in thickness, the film changes the ratio $\rho=r_p/r_s$ by the relative amount $iKd$, and the choice of reference plane has dropped out. What remains is to turn $K$ into changes of the measured angles $\Delta$ and $\Psi$, and to find how small a thickness change they can reveal and what limits the result.
